# How the cutoff radius of a confined orbital follows from its energy shift

## Problem

Numerical atomic orbitals can be made strictly short-ranged by solving the radial equation of the atom inside a hard sphere. The wall at $r_c$ raises the orbital energy, and the size of this rise can be used to choose $r_c$ for all orbitals on a common footing.

Let $u(r)=rR(r)$ be the radial function. In Hartree atomic units it obeys

$$-\tfrac12 u''+V(r)\,u=E\,u, \tag{1}$$

where $V$ includes the centrifugal term $l(l+1)/2r^2$. The free orbital $u_0$ is normalized, $\int_0^\infty u_0^2\,dr=1$, has no node for $r>0$, and has energy $E_0=-\kappa^2/2$ with $\kappa>0$. The confined orbital is the lowest solution of (1), with the same $V$, that vanishes at $r_c$. Its energy is $E_0+\Delta E$.

At large $r$ the potential is $V=-Q/r+O(1/r^2)$, where $Q=0$ is allowed.

(a) Find the leading form of $\Delta E$ for large $r_c$ in terms of $\kappa$ and $u_0(r_c)$, with its first correction.

(b) How does $r_c$ grow as the permitted shift is reduced?

(c) In what sense is $r_c$ inversely proportional to the square root of the binding energy $E_b=|E_0|$?

(d) Compare the answers with numerical solutions for two wells whose binding energies differ by a factor of four, and for hydrogen.

## Solution

### The tail of the free orbital

Define the local decay rate $q=-u_0'/u_0$. Then $u_0'=-qu_0$, and a second derivative gives $u_0''=(q^2-q')u_0$. Equation (1) also says $u_0''=2(V-E_0)u_0$. Since $-2E_0=\kappa^2$,

$$q^2-q'=\kappa^2-\frac{2Q}{r}+O(r^{-2}).$$

For the decaying solution $q\to\kappa$. Put $q=\kappa-\beta/r+O(r^{-2})$. Then $q^2=\kappa^2-2\kappa\beta/r+O(r^{-2})$, while $q'$ is $O(r^{-2})$. The $1/r$ terms agree if

$$\beta=\frac{Q}{\kappa},\qquad u_0\simeq A\,r^{\beta}e^{-\kappa r}. \tag{2}$$

The second relation follows by integrating $u_0'/u_0=-q$; the integral of the $O(r^{-2})$ remainder converges and goes into the constant $A$.

### An equation for the ratio of the two orbitals

Let $y$ be the confined solution, scaled so that $\rho=y/u_0$ tends to 1 at the origin. This is possible because both functions start as $r^{l+1}$. The wall requires $\rho(r_c)=0$, and $\rho>0$ inside because the lowest confined state has no node.

Consider $W=u_0y'-u_0'y=u_0^2\rho'$. Its derivative is $u_0y''-u_0''y$, because the products of first derivatives cancel. With $y''=2(V-E_0-\Delta E)y$ and $u_0''=2(V-E_0)u_0$, the potential drops out:

$$W'=-2\Delta E\,u_0y=-2\Delta E\,u_0^2\rho .$$

As $W$ vanishes at the origin, integration gives

$$u_0^2(r)\,\rho'(r)=-2\Delta E\int_0^r u_0^2\rho\,dt. \tag{3}$$

The integral is positive. Since $\rho$ must get from 1 to 0, $\rho'$ is negative somewhere, and hence $\Delta E>0$. Then (3) makes $\rho'$ negative everywhere inside, so $\rho$ falls steadily from 1 to 0.

Divide (3) by $u_0^2$, integrate from 0 to $r_c$, and use $\rho(r_c)-\rho(0)=-1$:

$$1=2\Delta E\int_0^{r_c}\frac{ds}{u_0^2(s)}\int_0^s u_0^2\rho\,dt. \tag{4}$$

No approximation has been made so far.

### Two bounds

Define

$$N(r)=\int_0^r u_0^2\,dt,\qquad I(r)=\int_0^r\frac{N}{u_0^2}\,ds .$$

Near the origin $N/u_0^2\simeq r/(2l+3)$, so $I$ is finite. Because $\rho\le1$, the inner integral in (4) is at most $N(s)$, and therefore

$$1\le 2\Delta E\,I(r_c). \tag{5}$$

For the opposite bound, integrate (3) only up to $r$ and again replace the inner integral by the larger $N$. This gives $\rho(r)\ge1-2\Delta E\,I(r)$. Insert it in (4):

$$1\ge 2\Delta E\,I(r_c)-4\Delta E^2J(r_c), \tag{6}$$

$$K(r)=\int_0^r u_0^2I\,dt,\qquad J(r)=\int_0^r\frac{K}{u_0^2}\,ds .$$

If $\Delta E\,J/I$ tends to zero, (5) and (6) together force $2\Delta E\,I\to1$. We therefore need the large-$r$ behaviour of $I$ and $J$.

### The integrals at large radius

Let $F=u_0^2I$. Since $(u_0^2)'=-2qu_0^2$ and $u_0^2I'=N$,

$$F'=N-2qF .$$

Compare $F$ with $1/(2q)$. The difference $G=F-1/(2q)$ obeys

$$G'=-2qG+(N-1)+\frac{q'}{2q^2}.$$

The first term makes $G$ relax at a rate near $2\kappa$. The source consists of $N-1$, which is exponentially small, and a term with $q'=O(r^{-2})$. Hence $G=O(r^{-2})$, and

$$u_0^2I=\frac{1}{2q}+O(r^{-2})=\frac1{2\kappa}\left[1+\frac{\beta}{\kappa r}+O(r^{-2})\right]. \tag{7}$$

So $F$ is bounded, and $K=\int F\,dt$ grows no faster than linearly. Beyond some fixed radius $N$ is bounded below, so $K/N$ is also at most linear there. Inside that radius $K/N\le I$, because $I$ is an increasing function. Now $J=\int (K/N)\,I'\,ds$, so $J/I$ grows at most linearly with $r_c$. Its leading value follows because $I$ gathers its weight near the upper end, where $K/N\simeq r/(2\kappa)$:

$$\frac{2\Delta E\,J}{I}\simeq\frac{\Delta E\,r_c}{\kappa}. \tag{8}$$

### The shift is small enough

It remains to show that $\Delta E\,r_c\to0$. Use the trial function $u_0f$, where $f=1$ up to $r_c-1$ and then falls linearly to zero at $r_c$. The kinetic term contains

$$[(u_0f)']^2=u_0'\,(u_0f^2)'+u_0^2f'^2,$$

as expanding both sides shows. Integrating the first term by parts gives

$$\tfrac12\int u_0'(u_0f^2)'\,dr=-\tfrac12\int u_0''u_0f^2\,dr=\int(E_0-V)u_0^2f^2\,dr .$$

The potential energy cancels the part with $V$. The trial energy is thus $E_0$ plus $\tfrac12\int u_0^2f'^2\,dr$ divided by the norm $\int u_0^2f^2\,dr$. The norm is at least $N(r_c-1)$, so the variational principle gives

$$\Delta E\le\frac{1}{2N(r_c-1)}\int_{r_c-1}^{r_c}u_0^2\,dr . \tag{9}$$

The right side decays exponentially, apart from a power of $r_c$. Therefore $\Delta E\,r_c\to0$ and the bounds close.

### Answer to (a)

From $\Delta E\simeq1/(2I)$ and (7),

$$\boxed{\Delta E=\kappa\,u_0(r_c)^2\left[1-\frac{\beta}{\kappa r_c}+O(r_c^{-2})\right]} \tag{10}$$

The ratio of $\Delta E$ to $\kappa u_0(r_c)^2$ tends to 1. In ordinary units the leading term carries the factor $\hbar^2/m$, with $m$ the electron mass.

For an $s$ orbital in an exponentially decaying potential, the inverse powers of $r_c$ are absent and the relative error is exponentially small. One part of it has the size $\Delta E\,r_c/\kappa$. For $l>0$ the centrifugal term leaves a correction of order $r_c^{-2}$ even if $Q=0$.

The prefactor has a direct meaning. Let $u_c$ be the normalized confined orbital, taken positive. The integrated equation for $W$, applied to $u_c$ at the wall, reads

$$u_0(r_c)\,u_c'(r_c)=-2\Delta E\int_0^{r_c}u_0u_c\,dr .$$

The overlap tends to 1: the lower bound on $\rho$ shows that $\int u_0^2\rho\,dr\ge N-2\Delta E\,K\to1$, and since $0\le\rho\le1$ gives $0\le1-\rho^2=(1-\rho)(1+\rho)\le2(1-\rho)$, the norm $\int u_0^2\rho^2\,dr$ lies between $N-4\Delta E\,K$ and $N$ and has the same limit. With (10) this gives

$$u_c'(r_c)=-2\kappa\,u_0(r_c)\left[1-\frac{\beta}{\kappa r_c}+O(r_c^{-2})\right].$$

The free orbital has slope $-\kappa u_0(r_c)$ at large $r_c$. The wall adds a growing exponential that cancels the decaying one at $r_c$. Both contribute the same slope there, which doubles the total.

### Answer to (b)

Insert the tail (2) in the leading term of (10):

$$\Delta E\simeq\kappa A^2r_c^{2\beta}e^{-2\kappa r_c}.$$

Take the logarithm and solve for the $r_c$ in the exponent:

$$r_c\simeq\frac{1}{2\kappa}\left[\ln\frac{\kappa A^2}{\Delta E}+2\beta\ln r_c\right]. \tag{11}$$

The arguments of the logarithms are numerical values in atomic units. The error of (11) tends to zero as $\Delta E\to0$. The term in $\ln r_c$ grows more slowly than $\ln(1/\Delta E)$, so the leading growth is

$$r_c\sim\frac{\ln(1/\Delta E)}{2\kappa}=\frac{\ln(1/\Delta E)}{\sqrt{8E_b}}, \tag{12}$$

where $\kappa=\sqrt{2E_b}$ was used. The growth is logarithmic. Reducing $\Delta E$ tenfold moves the wall from $r_1$ to $r_2$, and subtracting (11) for the two cases gives

$$r_2-r_1\simeq\frac{\ln10+2\beta\ln(r_2/r_1)}{2\kappa}\longrightarrow\frac{\ln10}{2\kappa}, \tag{13}$$

because $r_2/r_1\to1$.

### Answer to (c)

At a fixed absolute shift, $r_c$ is not simply proportional to $E_b^{-1/2}$, since $A$, $\kappa$ and $\beta$ also appear inside the bracket of (11). The inverse square root holds in three more precise senses.

1. The radius added per decade of $\Delta E$ tends to $\ln10/\sqrt{8E_b}$, by (13).
2. For two given orbitals, the quotient of their radii at equal $\Delta E$ tends to the inverse quotient of $\sqrt{E_b}$ as $\Delta E\to0$, by (12). If both orbitals have $\beta=0$ and their constants $\kappa A^2$ differ, (11) shows that the relative deviation falls only as $1/\ln(1/\Delta E)$, with the difference of the two $\ln(\kappa A^2)$ as coefficient.
3. For potentials related by scaling, the proportionality is exact at fixed relative shift $\Delta E/E_b$.

To prove the third statement, let $\varphi$ solve (1) with potential $V(r)$ and energy $E$, and set $u(r)=\varphi(sr)$. Then $u''(r)=s^2\varphi''(sr)$, so $u$ solves (1) with potential $s^2V(sr)$ and energy $s^2E$. A wall at $r_c$ moves to $r_c/s$. All energies grow by $s^2$, so $\Delta E/E_b$ and $r_c\sqrt{E_b}$ are both unchanged.

### Answer to (d): two short-range wells

Take, with $r$ in bohr and $V$ in hartree,

$$V(r)=-\frac{\lambda(\lambda+1)}{2\cosh^2r},\qquad u_0=C\,\sinh r\,(\cosh r)^{-\lambda}.$$

To verify the solution, differentiate once and replace $\sinh^2r$ by $\cosh^2r-1$:

$$\frac{u_0'}{C}=(1-\lambda)(\cosh r)^{1-\lambda}+\lambda(\cosh r)^{-\lambda-1}.$$

A second derivative gives

$$u_0''=\left[(\lambda-1)^2-\frac{\lambda(\lambda+1)}{\cosh^2r}\right]u_0 .$$

This is (1) with $l=0$ and $E_0=-(\lambda-1)^2/2$, so $\kappa=\lambda-1$ and $\beta=0$. The function has no node for $r>0$.

The choices $\lambda=1.5$ and $\lambda=2$ give $\kappa=0.5$ and $1\ \mathrm{bohr}^{-1}$, with binding energies $0.125$ and $0.5$ hartree. At large $r$, $\sinh r\,(\cosh r)^{-\lambda}\to2^\kappa e^{-\kappa r}$, hence $A=2^\kappa C$. Normalizing $u_0$ by numerical quadrature gives $A=1.5958$ and $3.4641\ \mathrm{bohr}^{-1/2}$. The constants in the logarithm are

$$0.5\times1.5958^2=1.273,\qquad 1\times3.4641^2=12.00 .$$

For a shift of $10^{-4}$ hartree, or $2.72$ meV, equation (11) gives

$$r_c=\ln(1.273\times10^4)=9.452\ \text{bohr}\quad(\kappa=0.5),$$

$$r_c=\tfrac12\ln(12.00\times10^4)=5.848\ \text{bohr}\quad(\kappa=1).$$

For comparison, (1) was diagonalized in a basis of 80 combinations of Legendre polynomials that vanish at both ends of $[0,r_c]$, and $r_c$ was varied until the shift had the required value. The table lists these radii, with the value from (11) in parentheses. The last column divides the numerical radius for $\kappa=0.5$ by that for $\kappa=1$.

| $\Delta E$ (hartree) | $r_c$ (bohr), $\kappa=0.5$ | $r_c$ (bohr), $\kappa=1$ | Quotient |
|---|---|---|---|
| $10^{-2}$ | 4.963 (4.847) | 3.555 (3.545) | 1.396 |
| $10^{-3}$ | 7.169 (7.149) | 4.698 (4.696) | 1.526 |
| $10^{-4}$ | 9.455 (9.452) | 5.848 (5.848) | 1.617 |
| $10^{-5}$ | 11.755 (11.754) | 6.999 (6.999) | 1.680 |
| $10^{-6}$ | 14.057 (14.057) | 8.150 (8.150) | 1.725 |

The logarithmic law is least accurate for the weakly bound orbital at the largest shift. There $\Delta E\,r_c/\kappa=0.01\times4.963/0.5\approx0.10$, which is not very small.

The quotient is still far from 2, although the binding energies differ by a factor of four. By (11) it equals

$$2\,\frac{\ln(1/\Delta E)+\ln1.273}{\ln(1/\Delta E)+\ln12.00},$$

and the larger constant in the denominator holds it down. Even at $\Delta E=10^{-12}$ hartree this formula gives only 1.851. The increments behave better. Averaged over the last two decades of the table, the radius grows by 2.301 bohr per decade for $\kappa=0.5$ and by 1.151 bohr for $\kappa=1$. The limits from (13) are 2.303 and 1.151 bohr.

The energy formula can also be compared at a fixed wall. For $\kappa=0.5$ and $r_c=10$ bohr, diagonalization gives $\Delta E=5.791\times10^{-5}$ hartree, which is 1.0018 times $\kappa u_0(r_c)^2$. The slope at the wall has magnitude $2.003\,\kappa u_0(r_c)$, close to the predicted factor of two.

### Answer to (d): hydrogen

For hydrogen $1s$, $u_0=2re^{-r}$ and $Q=\kappa=\beta=1$. Equation (10) predicts that $\Delta E/[\kappa u_0(r_c)^2]$ is $1-1/r_c$ to first order. The same diagonalization gives:

| $r_c$ (bohr) | $\Delta E$ (hartree) | $\Delta E/[\kappa u_0(r_c)^2]$ | $1-1/r_c$ |
|---|---|---|---|
| 6 | $7.23\times10^{-4}$ | 0.817 | 0.833 |
| 8 | $2.49\times10^{-5}$ | 0.864 | 0.875 |
| 12 | $1.98\times10^{-8}$ | 0.912 | 0.917 |

The approach to 1 is slow because the correction falls only as $1/r_c$. At $r_c=6$ bohr the leading term alone overestimates the shift by about 22% of its true value, since $1/0.817=1.22$.

The effect on the radius is milder. Solving $u_0(r_c)^2=10^{-3}$ on the outer side of the maximum gives 5.93 bohr, whereas diagonalization gives 5.80 bohr. An error in the prefactor enters the radius only through its logarithm.

The bounds (5) and (6) can be evaluated at $r_c=6$ bohr by integrating the definitions of $N$, $I$, $K$ and $J$ numerically. The upper side $2\Delta E\,I$ is 1.0036, and the lower side is 0.999995. The estimate $1/(2I)$ is therefore low by about 0.4% of the true shift. Most of the error of the leading term comes from replacing $I$ by $1/(2\kappa u_0^2)$.

Hydrogen and He$^+$ illustrate the scaling law. With $V=-1/r$ and $s=2$, the scaled potential is $s^2V(sr)=-2/r$. At $\Delta E/E_b=10^{-3}$ the numerical radii are 6.225 bohr for H and 3.112 bohr for He$^+$. Their quotient is 2, as required by the fourfold binding energy.

### Where the estimate fails

For (10), several numbers should be small: $\Delta E\,r_c/\kappa$ for any orbital, $\beta/(\kappa r_c)$ if the potential has a Coulomb tail, and the short-range part of $V(r_c)$ compared with $\kappa^2$. For $l>0$ the centrifugal term adds further conditions. With $Q=0$, matching the $1/r^2$ terms of $q^2-q'=\kappa^2+l(l+1)/r^2$ gives $q\simeq\kappa+l(l+1)/(2\kappa r^2)$. This changes (10) by the relative amount $l(l+1)/(2\kappa^2r_c^2)$. After integration it also changes $u_0^2$ in the tail (2), on which (11) rests, by the relative amount $l(l+1)/(\kappa r_c)$. Equation (11) is more demanding than (10) in two further ways, because it needs the tail (2) to be accurate at $r_c$. With a Coulomb tail, the same matching gives $q\simeq\kappa-\beta/r+[l(l+1)-\beta(\beta-1)]/(2\kappa r^2)$, so $u_0^2$ changes by the relative amount $[l(l+1)-\beta(\beta-1)]/(\kappa r_c)$. Together with the correction in (10), the argument of the logarithm in (11) is off by $[l(l+1)-\beta^2]/(\kappa r_c)$, and for an $s$ orbital the number that must be small is $\beta^2/(\kappa r_c)$. A slowly varying short-range part $V_s$ shifts $q$ by about $V_s/\kappa$ and changes $u_0^2$ by about $(2/\kappa)\int_{r_c}^\infty V_s\,dr$. For $V_s\propto e^{-\mu r}$ with $\mu\ll\kappa$ this is $2V_s(r_c)/(\kappa\mu)$, which is much larger than $V_s(r_c)/\kappa^2$. The condition on $\Delta E\,r_c/\kappa$ fails for a very weakly bound orbital at a fixed shift. As $E_b\to0$ the prescribed $\Delta E$ is no longer small compared with the binding energy, and (12) must not be extrapolated to an infinite radius. An orbital that is not bound in the free atom has no $u_0$ to which the estimate could apply.

The potential was also held fixed. In a self-consistent mean-field calculation, confinement changes the density and hence $V$, which adds a shift not contained in (10). This addition need not be small: for the He $1s$ orbital in Hartree–Fock, the self-consistent shift of the orbital energy is about 2.6 times the fixed-potential shift at $r_c=3$ bohr and about 4.6 times at $r_c=5$ bohr. A soft confining potential changes the way the orbital is brought to zero, so the prefactor derived for a hard wall cannot be carried over.

The proof used the absence of nodes. For hydrogen $2s$, which has one node, diagonalization at $r_c=24$ bohr gives a ratio $\Delta E/[\kappa u_0(r_c)^2]$ of 0.815. With $\kappa=1/2$ and $\beta=2$, the first-order value is $1-4/24=0.833$. The nodeless $2p$ orbital has the same $\kappa$ and $\beta$ and gives 0.824. The estimate thus works comparably well for this $2s$ state, but one case does not replace a proof for orbitals with nodes.
